# Density of successful nuclei in two-dimensional ferroelectric switching

## Question

I am working through a model of polarization reversal in a thin ferroelectric film. The film starts fully unswitched. After the field is applied, nucleation attempts occur at random places and times with constant rate $J$ per unit area and unit time. Each one starts a circular domain whose wall moves outward at constant speed $v$. An attempt that falls in area already switched does nothing and must not be counted. I am asked to show that the final density of successfully nucleated domains is about $0.88\,(J/v)^{2/3}$.

Dimensional analysis gives me the power. If $N\propto J^a v^b$, with $J$ in length$^{-2}$ time$^{-1}$ and $v$ in length time$^{-1}$, then lengths require $-2a+b=-2$ and times require $-a-b=0$, so $a=2/3$ and $b=-2/3$. I cannot get the number 0.88.

The successful nuclei appear at a rate $J$ times the unswitched fraction, and that fraction depends on the successful domains, which overlap after they meet. This looks circular. The standard exponential formula for the switched fraction seems to avoid the problem by using *all* attempts, including those in switched area. Those are the attempts I was told to exclude. Why is that allowed, and does it not spoil the count?

## Answer

The attempts in switched area play different parts in two separate calculations. They may be included when you ask *which area is switched*, because they do not change that area. They must be left out when you ask *how many nuclei succeeded*. Once these questions are kept apart, the circularity disappears.

### Assumptions and what is counted

The film is infinite and uniform, and the field is constant. Attempts form a Poisson process: the numbers of attempts in separate regions of space and time are independent, and the expected number in area $A$ during time $T$ is $JAT$. A new domain has negligible radius. All walls move at the same speed $v$, and domains merge when they meet.

Each successful nucleation event counts once, even if its domain later merges with others. At the end everything has merged, so counting separate domains would give a different and uninformative answer. The density $N$ below is an expected number per unit area, which is also the average over a large film.

### Step 1: the count in terms of the unswitched fraction

Let $u(t)$ be the probability that a given point is still unswitched at time $t$. In a uniform film this is also the expected unswitched area fraction.

Consider a small area $dA$ in the interval from $t$ to $t+dt$. The expected number of attempts there is $J\,dA\,dt$. Whether this area is already switched depends on earlier attempts, which are independent of the new one. The two factors therefore multiply, and the expected number of successes is $J\,u(t)\,dA\,dt$. Dividing by $dA$ and adding over all times gives

$$N=J\int_0^\infty u(t)\,dt. \tag{1}$$

The exclusion is contained in the factor $u(t)$. Without it the count would be $Jt$, which grows without limit.

### Step 2: why the failed attempts may grow on paper

Suppose an attempt at position $\mathbf x_1$ and time $t_1$ fails because it lies inside a domain born at $\mathbf x_0$ at the earlier time $t_0'$. Then

$$|\mathbf x_1-\mathbf x_0|\le v(t_1-t_0').$$

Now let the failed attempt grow a fictitious disc at speed $v$. At a later time $t$, any point $\mathbf x$ in this disc obeys $|\mathbf x-\mathbf x_1|\le v(t-t_1)$. By the triangle inequality,

$$|\mathbf x-\mathbf x_0|\le|\mathbf x-\mathbf x_1|+|\mathbf x_1-\mathbf x_0|
\le v(t-t_1)+v(t_1-t_0')=v(t-t_0').$$

So $\mathbf x$ is also inside the older, real domain. The fictitious disc never sticks out of it. The union of all discs, real and fictitious, is the same as the union of the real ones.

This can be checked attempt by attempt. In ten simulated square pads with 4801 attempts in all, each attempt was judged twice: once against the successful domains alone, and once against the discs of all earlier attempts. Every attempt had the same fate under both rules.

The argument as written uses the same speed for all walls at any one time. It survives if $v$ varies in time for all domains together. It fails if walls slow down as their domain ages. For example, if the radius grew as the square root of age, a young disc would expand faster than the old one around it and could emerge from it. The fictitious discs would then change the switched area.

### Step 3: the unswitched fraction

Choose a point and a time $t$. An attempt made at time $s<t$ has radius $v(t-s)$ by time $t$. It covers the point if it was made within that distance. The expected number of covering attempts made between $s$ and $s+ds$ is the rate times the area of this disc,

$$J\,\pi v^2(t-s)^2\,ds.$$

Adding over $s$, with $w=t-s$, gives the total expected number

$$\Lambda(t)=\pi Jv^2\int_0^t (t-s)^2\,ds
=\pi Jv^2\int_0^t w^2\,dw=\frac{\pi}{3}Jv^2t^3. \tag{2}$$

Since all attempts are included, failed ones too, the number of covering attempts is a Poisson variable with mean $\Lambda$. This is what step 2 buys: the successful nuclei alone are not a Poisson process, because they avoid one another's domains. The point is unswitched if the number is zero, and the Poisson probability of zero is $e^{-\Lambda}$. Hence

$$u(t)=e^{-(t/t_0)^3},\qquad t_0=\left(\frac{3}{\pi Jv^2}\right)^{1/3}. \tag{3}$$

This is the Kolmogorov–Avrami–Ishibashi form with exponent 3. Two powers of time come from the growing area and one from continued nucleation.

### Step 4: the integral

Insert (3) in (1) and set $y=(t/t_0)^3$. Then $t=t_0y^{1/3}$ and $dt=\tfrac13t_0\,y^{-2/3}dy$, so

$$\int_0^\infty e^{-(t/t_0)^3}dt
=\frac{t_0}{3}\int_0^\infty y^{1/3-1}e^{-y}\,dy
=\frac{t_0}{3}\,\Gamma\!\left(\tfrac13\right)
=t_0\,\Gamma\!\left(\tfrac43\right).$$

The second equality is the definition of the gamma function, and the last uses $z\Gamma(z)=\Gamma(z+1)$ with $z=1/3$. Therefore

$$N=Jt_0\,\Gamma\!\left(\tfrac43\right)
=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}J^{1-1/3}v^{-2/3},$$

or

$$\boxed{N=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}\left(\frac Jv\right)^{2/3}\approx0.88\left(\frac Jv\right)^{2/3}}. \tag{4}$$

The two numerical factors are $0.89298$ and $0.98475$, with product $0.879$.

The form $N=Jt_0\Gamma(4/3)$ has a direct reading: nucleation at the full rate $J$ for a time $0.893\,t_0$ would give the same number of nuclei. Faster nucleation raises $N$, but less than in proportion, because it also shortens the time available. Faster walls lower $N$ because they consume the free area sooner.

A simulation that applies the acceptance rule directly, with successful domains alone, tests both dependences. Here $J$ is in µm⁻² µs⁻¹, $v$ in µm/µs and $N$ in µm⁻².

| $J$ | $v$ | simulated $N$ | formula (4) |
|---|---|---|---|
| 5 | 2 | 1.618 | 1.620 |
| 40 | 2 | 6.541 | 6.479 |
| 5 | 16 | 0.404 | 0.405 |

Raising $J$ eightfold at fixed $v$ multiplies the predicted $N$ by $8^{2/3}=4$. Raising $v$ eightfold at fixed $J$ divides it by 4. The simulated values follow within 1 % of the formula.

### A worked example

Take a 100 nm film with a square electrode 10 µm on a side, at a field of 0.3 MV/cm, or 3 V across the film. I assume $J=5$ µm⁻² µs⁻¹ and $v=2$ µm/µs. The time scale is

$$t_0=\left(\frac{3}{\pi\times5\times2^2}\right)^{1/3}\text{µs}=0.363\ \text{µs}.$$

Half the area has switched when $(t/t_0)^3=\ln2$, which gives 0.321 µs. For the density, $J/v=2.5$ µm⁻³ and $(J/v)^{2/3}=1.842$ µm⁻², so

$$N=0.879\times1.842\ \text{µm}^{-2}=1.62\ \text{µm}^{-2}=1.62\times10^8\ \text{cm}^{-2}.$$

There is one successful nucleus per 0.617 µm² on average, and the square root of this area, 0.79 µm, sets the scale of the domain pattern. The bulk formula gives 162 nuclei on the pad.

Exclusion matters a great deal here. By 0.604 µs, when 99 % of the area has switched, there have been $5\times0.6036=3.02$ attempts per µm², but 1.62 successes. About 46 % of the attempts were wasted. Counting all of them would nearly double the answer, and the excess would keep growing with time.

### Square domains

Crystal anisotropy can produce faceted domains. Suppose they are squares of one fixed orientation, with each side moving along its normal at speed $v$. A domain of age $w$ has side $2vw$ and area $4v^2w^2$ instead of $\pi v^2w^2$.

Step 2 still holds if distance is measured by the larger of $|\Delta x|$ and $|\Delta y|$, because this distance also obeys the triangle inequality. Replacing $\pi$ by 4 in (2) and carrying it through gives

$$N_{\rm square}=\Gamma\!\left(\tfrac43\right)\left(\frac34\right)^{1/3}\left(\frac Jv\right)^{2/3}
=0.811\left(\frac Jv\right)^{2/3}.$$

At the same $J$ and $v$ this is 7.7 % below the circular result. Direct simulation gives a coefficient of 0.819, about 1 % above the formula, a difference within the sampling scatter of a run of this size. The power $2/3$ is unchanged; the domain shape enters through the coefficient.

### A limited number of nucleation sites

Constant $J$ assumes that new places to nucleate never run out. Suppose instead that nucleation occurs at randomly placed sites of density $n_s$, each able to fire once, with rate $J/n_s$ while unfired. The initial attempt rate is still $J$, but the fraction of unfired sites falls, so

$$J(t)=J\,e^{-\nu t},\qquad \nu=\frac{J}{n_s}.$$

Sites in switched area may again be allowed to fire on paper, by step 2. For small $\nu t_0$ the correction can be found by hand. To first order $J(s)=J(1-\nu s)$, and the change in $\Lambda$ is

$$\delta\Lambda=-\pi Jv^2\nu\int_0^t s(t-s)^2ds=-\pi Jv^2\nu\,\frac{t^4}{12}
=-\frac{\nu t}{4}\Lambda.$$

The integral is $t^4(\tfrac12-\tfrac23+\tfrac14)=t^4/12$. The lower attempt rate reduces the count, while the smaller $\Lambda$ leaves more free area:

$$\delta N=J\nu\int_0^\infty\left(-t+\frac t4\,\Lambda\right)e^{-\Lambda}dt.$$

With the same substitution $y=\Lambda=(t/t_0)^3$, the two integrals needed are

$$\int_0^\infty t\,e^{-\Lambda}dt=\frac{t_0^2}{3}\Gamma\!\left(\tfrac23\right),\qquad
\int_0^\infty t\,\Lambda e^{-\Lambda}dt=\frac{t_0^2}{3}\Gamma\!\left(\tfrac53\right)
=\frac23\,\frac{t_0^2}{3}\Gamma\!\left(\tfrac23\right).$$

The bracket therefore contributes $-1+\tfrac14\cdot\tfrac23=-\tfrac56$, and division by $N=Jt_0\Gamma(4/3)$ gives

$$\frac{\delta N}{N}\approx-\frac{5}{18}\,\frac{\Gamma(2/3)}{\Gamma(4/3)}\,\frac{Jt_0}{n_s}.$$

The loss is inversely proportional to $n_s$ when sites are plentiful. Integration without this approximation gives $-0.76$ % for 100 sites per µm² and $-3.7$ % for 20, close to the predicted ratio of 5. For 5 sites per µm² the loss is 14 %, with $N=1.392$ µm⁻² against 1.395 µm⁻² from direct simulation.

With still fewer sites formula (4) loses its meaning. Since each site fires at most once, $N$ cannot exceed $n_s$, however large $J$ is.

### The edge of the electrode

A point near the edge of an isolated pad receives no domains from outside. It stays unswitched longer, so more nuclei succeed there. At a straight edge, far from corners, half of each disc in step 3 is missing. Then $\Lambda$ is halved, $t_0$ is multiplied by $2^{1/3}$, and the local density is $2^{1/3}\approx1.26$ times the bulk value.

The excess dies out within a distance of order $vt_0$. Integrated over the four edges of the example, without a separate corner correction, it raises the count from 162.0 to 165.5, or by 2.2 %. A simulation of 600 pads gives a mean of $165.9\pm0.4$. Single pads scatter about their mean with a standard deviation of 9.9, or 6 %, so one pad cannot reveal the edge effect.

### How this compares with a real film

The thickness and the field are rough typical values for lead zirconate titanate capacitors. The remanent polarization is taken as a moderate 30 µC/cm²; epitaxial tetragonal films can reach 70 µC/cm² or more, which would raise the switching current and the heating below in proportion. The values of $J$ and $v$ are assumptions; both depend strongly on field and on the film. The assumption I would distrust first is uniform nucleation, since defects and electrode interfaces offer preferred sites. For identical, randomly placed sites, the loss found above is 14 % at 5 sites per µm², and more if sites are scarcer. Real sites differ in how readily they fire, and at the same initial $J$ such a spread can make the loss considerably larger. If grain boundaries stop the walls, each grain needs at least one nucleus of its own. The formula then fails for grains comparable to or smaller than the 0.79 µm scale found above. For much larger grains it remains a good approximation, with an edge correction like that of the isolated pad. Many polycrystalline lead zirconate titanate films have grains below a micrometre, and their switching is spread over a wide range of times and is better described as nucleation-limited; the model suits epitaxial or large-grained films better.

Field errors are also important. Suppose $J\propto e^{-E_J/E}$ and $v\propto e^{-E_v/E}$. Then (4) gives

$$N\propto\exp\!\left[-\frac23\,\frac{E_J-E_v}{E}\right].$$

With assumed activation fields $E_J=2$ MV/cm and $E_v=1$ MV/cm, a field 5 % lower reduces $N$ by 11 %. If the two activation fields were equal, $N$ would not change, although switching would be slower.

The same assumed laws size several smaller effects:

- **Series resistance.** The switching current peaks at 0.194 mA and drops 9.7 mV across 50 Ω. Holding this peak drop throughout the pulse would lower $N$ by 0.7 %.
- **Pulse rise.** A linear rise lasting 50 ns changes $N$ by about 0.01 %. A pure delay has no effect on $N$, since (1) does not depend on the origin of time.
- **Heating.** If all the electrical work $2P_rE$ stayed in the film, with an assumed heat capacity of 3 J/(cm³ K), the temperature would rise by 6 K. If the activation fields vary as $1/T$, having this full rise from the start would increase $N$ by 4.5 %. Activation fields that also fall toward the Curie point give more: about 8 % for a $(T_c-T)/T$ law with an assumed $T_c=660$ K. With an assumed thermal diffusivity of 0.01 cm²/s, heat diffuses across the film in roughly 10 ns (a few times longer if the diffusivity is a few times lower), much less than $t_0$, so the actual effect should be smaller if the surroundings carry the heat away.

A nucleus of finite initial radius $r_0$ can be treated by bounds. Using all attempts with radius $r_0+v(t-s)$ can overestimate the switched area, because a fictitious disc may now protrude by up to $r_0$. This gives a lower bound on $N$. Conversely, the real discs with $r_0>0$ still cover every disc of the zero-radius model, by the triangle inequality, so (4) is an upper bound. For $r_0=5$ nm the lower bound is 0.8 % below (4), and the true change lies between that and zero. For such a small $r_0$ it lies very close to the lower bound, because a fictitious disc can protrude only if its attempt fell within $r_0$ of a wall.

Finally, the two-dimensional picture needs domains to cross the film quickly. At an assumed forward speed of 1000 µm/µs this takes 0.1 ns, which is negligible. If forward growth were as slow as the sideways speed of 2 µm/µs, it would take 50 ns, about 14 % of $t_0$, and the two-dimensional description of the switched volume would be only approximate. The count is less sensitive: if all nuclei form at one electrode, steps 1 to 4 apply unchanged to the area switched at that electrode.

The simulated and calculated values are collected in the numerical output below.

## Numbers as computed

```
Gamma(4/3) = 0.89298, (3/pi)^(1/3) = 0.98475
coefficient = 0.87936
Simulation: J (um^-2 us^-1), v (um/us), N sim, N formula (um^-2)
  5, 2, 1.618, 1.620
  40, 2, 6.541, 6.479
  5, 16, 0.404, 0.405
Unswitched fraction: t/t0, simulated, formula
  0.5, 0.881, 0.882
  0.8, 0.609, 0.599
  1.1, 0.275, 0.264
attempts with same fate with/without fictitious discs: 4801
square domains: coefficient 0.8113, sim 0.8189
Example: J = 5.0 um^-2 us^-1, v = 2.0 um/us
film 100 nm, pad side 10 um, field 0.3 MV/cm
voltage = 3.00 V, P_r = 30 uC/cm2
J/v = 2.50 um^-3, (J/v)^(2/3) = 1.8420 um^-2
t0 = 0.3628 us
half-switching time = 0.3211 us
99 % switching time = 0.6036 us
N = 1.6198 um^-2 = 1.620e+08 cm^-2
N by quadrature = 1.6198 um^-2
mean area per nucleus = 0.6174 um2, its root = 0.7857 um
attempts to 99 % switching = 3.0179 um^-2
successful to 99 % = 1.6178 um^-2, wasted 46.4 %
nuclei on pad, bulk formula = 162.0
nuclei on pad with edges = 165.5
pad simulation = 165.9 +- 0.4 (std. error)
pad-to-pad standard deviation = 9.9
Neglected effects, change of N:
  100 sites per um2: -0.76 %
  20 sites per um2: -3.74 %
  5 sites per um2: -14.04 %
  5 sites per um2: N = 1.392, sim 1.395 um^-2
  square domains: -7.74 %
  pad edges: +2.15 %
  nucleus radius 5 nm, lower bound: -0.77 %
  activation fields: J 2.0, v 1.0 MV/cm
  pulse rise 50 ns: -0.01 %
  field 5 % lower: -11.04 %
  switched charge 60.0 pC, peak current 0.194 mA
  drop on 50 ohm = 9.72 mV: -0.72 %
  heat capacity 3.0 J/(cm3 K), diffusivity 0.01 cm2/s
  adiabatic heating from 300 K = 6.0 K
  with activation fields as 1/T: +4.45 %
  heat leaves film in about 10 ns
  forward growth at 1000 um/us takes 0.10 ns
```
